\section*{Why a shared excitation gives R⁻³ and two ground states R⁻⁶}

\section{The decision: which pair energy, and where to cut it off}

A calculation that sums pair energies in a molecular vapour or film needs an energy for each pair of molecules and, if distant pairs are to be dropped, a cutoff distance $R_c$. For nonpolar molecules in their ground states, dispersion supplies a term $-C_6/R^6$. When one molecule has absorbed a photon, may the same form be kept with a larger coefficient?

The neglected tail shows what is at stake. At number density $\rho$, a magnitude $C_6/R^6$ summed over the molecules beyond $R_c$ gives
\begin{equation}
\int_{R_c}^{\infty}4\pi R^2\rho\,\frac{C_6}{R^6}\,dR=\frac{4\pi\rho C_6}{3R_c^3},
\end{equation}
which falls quickly with $R_c$. A magnitude $B/R^3$ gives $4\pi\rho B\ln(R_{\max}/R_c)$, which grows with the sample size $R_{\max}$. Angular signs can cancel much of this sum, but a cutoff can no longer be justified by magnitude alone. A pair sharing an excitation therefore needs its own treatment. Both laws come from one coupling, which enters once in one case and twice in the other.

\section{The coupling common to both cases}

Let the molecules be neutral, with fixed nuclei and centres separated by $\mathbf R=R\hat{\mathbf R}$. Take $R$ large compared with their size, so that electron exchange between them is negligible, and small compared with the reduced wavelength $\hbar c/E$ of the excitation, so that the interaction is instantaneous. Gaussian units are used.

A charge $q_i$ of molecule 1 sits at $\mathbf a_i$ from its centre, and a charge $q_j$ of molecule 2 at $\mathbf b_j$ from its own. With $\mathbf u=\mathbf b_j-\mathbf a_i$ their distance is $|\mathbf R+\mathbf u|$. Write $|\mathbf R+\mathbf u|^2=R^2(1+s)$, where $s=2\hat{\mathbf R}\cdot\mathbf u/R+u^2/R^2$, and use $(1+s)^{-1/2}=1-s/2+3s^2/8-\dots$. To second order in $\mathbf u$,
\begin{equation}
\frac{1}{|\mathbf R+\mathbf u|}=\frac1R-\frac{\hat{\mathbf R}\cdot\mathbf u}{R^2}
+\frac{3(\hat{\mathbf R}\cdot\mathbf u)^2-u^2}{2R^3}+\dots
\end{equation}
Multiply by $q_iq_j$ and sum. Any term that depends on $\mathbf a_i$ alone, on $\mathbf b_j$ alone, or on neither contains the total charge of a molecule and vanishes. The surviving parts of the last term are the cross products: $u^2$ contributes $-2\mathbf a_i\cdot\mathbf b_j$, and $(\hat{\mathbf R}\cdot\mathbf u)^2$ contributes $-2(\hat{\mathbf R}\cdot\mathbf a_i)(\hat{\mathbf R}\cdot\mathbf b_j)$. With $\mathbf d_1=\sum_i q_i\mathbf a_i$ and $\mathbf d_2=\sum_j q_j\mathbf b_j$,
\begin{equation}
V=\frac{\mathbf d_1\cdot\mathbf d_2-3(\hat{\mathbf R}\cdot\mathbf d_1)(\hat{\mathbf R}\cdot\mathbf d_2)}{R^3}
=\frac{\mathbf d_1\cdot T\,\mathbf d_2}{R^3},\qquad T=1-3\hat{\mathbf R}\hat{\mathbf R}.
\label{V}
\end{equation}
The coupling itself falls as $R^{-3}$. What remains is to find the power of $V$ in each energy.

\section{Contribution one: both molecules in the ground state}

Let $|g\rangle$ be the ground state of one molecule, with energy zero, and $|n\rangle$ its excited states with energies $E_n$. In $|nm\rangle$ the first label belongs to molecule 1. Nonpolar means $\langle g|\mathbf d|g\rangle=0$, so the first-order energy vanishes:
\begin{equation}
\langle gg|V|gg\rangle=\frac{\langle g|\mathbf d|g\rangle\cdot T\langle g|\mathbf d|g\rangle}{R^3}=0 .
\end{equation}
For the same reason $V$ does not connect $|gg\rangle$ to a state with one molecule excited: the other would supply the factor $\langle g|\mathbf d|g\rangle$. Both must be excited, at a cost $E_n+E_m$. With $\boldsymbol\mu_n=\langle n|\mathbf d|g\rangle$, taken real, second-order perturbation theory gives
\begin{equation}
\Delta\varepsilon_{gg}=-\sum_{n,m}\frac{|\langle nm|V|gg\rangle|^2}{E_n+E_m}=-\frac{C_6}{R^6},\qquad
C_6=\sum_{n,m}\frac{(\boldsymbol\mu_n\cdot T\boldsymbol\mu_m)^2}{E_n+E_m}.
\label{C6}
\end{equation}
Each numerator is a square and each denominator is positive, so this dispersion energy is attractive. Physically, each molecule's fluctuating dipole becomes correlated with the other's. One factor $R^{-3}$ creates the correlation and a second turns it into energy.

For molecules oriented independently and uniformly, the average of $\mu_{n,i}\mu_{n,k}$ is $\mu_n^2\delta_{ik}/3$. The average numerator is then $\mu_n^2\mu_m^2\sum_{ij}T_{ij}^2/9$. Since $T$ has eigenvalues $1,1,-2$, the sum is 6 and
\begin{equation}
C_6^{\rm iso}=\frac23\sum_{n,m}\frac{\mu_n^2\mu_m^2}{E_n+E_m}.
\end{equation}

\section{Contribution two: one excitation shared by the pair}

Now let one molecule be in a nondegenerate state $|e\rangle$ with energy $E$ and $\boldsymbol\mu=\langle e|\mathbf d|g\rangle\neq0$. For identical molecules $|eg\rangle$ and $|ge\rangle$ have the same energy, so $V$ must first be diagonalized between them. The diagonal elements vanish, because the molecule left in $g$ has no dipole. The off-diagonal element is
\begin{equation}
J=\langle eg|V|ge\rangle=\frac{\boldsymbol\mu_1\cdot T\boldsymbol\mu_2}{R^3}=\frac{\kappa\mu^2}{R^3},\qquad
\kappa=\hat{\boldsymbol\mu}_1\cdot\hat{\boldsymbol\mu}_2-3(\hat{\mathbf R}\cdot\hat{\boldsymbol\mu}_1)(\hat{\mathbf R}\cdot\hat{\boldsymbol\mu}_2).
\end{equation}
One molecule goes down while the other goes up, and no energy has to be borrowed. The energies $\varepsilon$ follow from
\begin{equation}
\begin{vmatrix}E-\varepsilon&J\\J&E-\varepsilon\end{vmatrix}=(E-\varepsilon)^2-J^2=0
\quad\Rightarrow\quad
\varepsilon_\pm=E\pm J,\qquad |\pm\rangle=\frac{|eg\rangle\pm|ge\rangle}{\sqrt2}.
\label{pm}
\end{equation}
The shift is linear in $V$ and hence falls as $R^{-3}$. One state attracts and the other repels. With equal weights the two shifts cancel, so no attraction common to both arises at this order.

For parallel transition dipoles at angle $\theta$ to $\hat{\mathbf R}$, $\kappa=1-3\cos^2\theta$. Side by side, $\kappa=1$; in line, $\kappa=-2$; at $\cos^2\theta=1/3$ the $R^{-3}$ term disappears. The transition dipole from $|gg\rangle$ to $|\pm\rangle$ is $(\boldsymbol\mu_1\pm\boldsymbol\mu_2)/\sqrt2$. Parallel dipoles thus give the in-phase state strength $2\mu^2$ and the other state none. The absorbing state is the upper one side by side and the lower one in line.

\section{The two contributions in one model}

Keep two levels per molecule and no permanent dipoles. Then $V$ couples $|eg\rangle$ to $|ge\rangle$, and also $|gg\rangle$ to $|ee\rangle$, with the same element $J$. The first block gives $E\pm J$. The second has diagonal energies $0$ and $2E$:
\begin{equation}
-\varepsilon(2E-\varepsilon)-J^2=0\;\Rightarrow\;\varepsilon^2-2E\varepsilon-J^2=0
\;\Rightarrow\;\varepsilon=E\pm\sqrt{E^2+J^2}.
\end{equation}
The lower root is the ground energy. For $|J|\ll E$,
\begin{equation}
E-E\sqrt{1+J^2/E^2}\simeq-\frac{J^2}{2E}.
\end{equation}
The coupling is identical in the two blocks; the energy gap differs. A gap of zero leaves a shift $\pm J$. A gap of $2E$ reduces it by the factor $|J|/(2E)$ and makes it quadratic.

The powers were also tested without the dipole approximation. Each model molecule was one electron in a one-dimensional box of length 4 bohr, with a positive core spread like its ground-state density. The molecules lay in line and interacted through the full Coulomb energy, diagonalized in six box functions per molecule. The excited splitting fell with power 3.003 between 40 and 80 bohr, and the ground-state energy with power 6.018 between 30 and 45 bohr.

\section{What can change the powers}

\subsection{A localized excitation}

If the excitation starts on molecule 1, the state is $|eg\rangle=(|+\rangle+|-\rangle)/\sqrt2$ and $\langle V\rangle=0$. There is no first-order dipole shift, but the state is not stationary. Apart from a common phase, the amplitude on molecule 2 is
\begin{equation}
\frac{e^{-iJt/\hbar}-e^{iJt/\hbar}}{2}=-i\sin\frac{Jt}{\hbar}.
\end{equation}
The transfer probability $\sin^2(Jt/\hbar)$ first reaches one at $t=\pi\hbar/(2|J|)=h/(4|J|)$. For a localized start the $R^{-3}$ coupling thus sets a rate of motion.

\subsection{Unequal excitation energies}

Let the two excitation energies be $\bar E\pm\delta/2$. The determinant becomes $(\bar E-\varepsilon)^2-\delta^2/4-J^2=0$, so
\begin{equation}
\varepsilon=\bar E\pm\sqrt{\frac{\delta^2}{4}+J^2}\simeq
\bar E\pm\left(\frac{|\delta|}{2}+\frac{J^2}{|\delta|}\right)\qquad(|J|\ll|\delta|).
\end{equation}
The shift $J^2/|\delta|$ falls as $R^{-6}$: without a degenerate partner the coupling must again act twice. In the box model, lengthening one box to 4.1 bohr changed the power for the upper excited state to 6.015 between 30 and 45 bohr. The change of regime lies near $2|J|=|\delta|$, that is, at
\begin{equation}
R_\delta=\left(\frac{2|\kappa|\mu^2}{|\delta|}\right)^{1/3}.
\label{Rd}
\end{equation}
So ``identical'' means equal in energy to within the coupling, a demand that becomes stricter as $R$ grows.

\subsection{A permanent quadrupole}

A nonpolar molecule may have a quadrupole. Two quadrupoles interact in first order as $R^{-5}$, with a sign set by orientation. At fixed orientation this term outlasts dispersion at large $R$, so two nonpolar ground-state molecules need not attract.

Uniform rotation removes it. Averaged over all orientations, a neutral charge cloud becomes a neutral spherical one, which has no field outside itself. The $R^{-6}$ law is therefore the law of dispersion, and the leading law of the orientation-averaged pair. Thermal weighting leaves a remainder: for classical rotation at temperature $\Theta$ and an electrostatic energy $U\ll k\Theta$ with zero mean, expanding $-k\Theta\ln\langle e^{-U/k\Theta}\rangle$ gives $-\langle U^2\rangle/(2k\Theta)$, which falls as $R^{-10}$.

\section{Ethylene: the contributions weighed}

Ethylene, a carbon source in vapour deposition, has an inversion centre and hence no permanent dipole in its ground state or in a nondegenerate excited state. The level of theory is restricted Hartree--Fock (RHF) with time-dependent Hartree--Fock (TDHF) excitations in the 6-31G* basis. The chosen planar geometry has C--C 0.133 nm, C--H 0.109 nm and an H--C--C angle of $121.5^\circ$. The molecules are stacked face to face, so the transition dipoles along the C--C bonds have $\kappa=1$.

\subsection{The resonant term}

The excitation energy is $E=8.14$ eV and the transition dipole is 3.814 D. Since $1\ \mathrm{D^2/nm^3}=10^{-15}$ erg $=0.624$ meV, at 1 nm
\begin{equation}
J=(3.814)^2\times0.624\ \text{meV}=9.08\ \text{meV}.
\end{equation}
A TDHF calculation on the whole dimer, which does not use the dipole formula, gives half the splitting as 9.54 meV at 1 nm and 1.149 meV at 2 nm. The dipole values are 9.08 and 1.135 meV. The dimer values are larger by 5.1\% and 1.3\%. This fourfold drop on doubling $R$ is what a relative correction of order $R^{-2}$ gives. Such a correction is expected: with an inversion centre the transition charge is odd, so the next multipole after the dipole is the octupole, and dipole--octupole coupling falls as $R^{-5}$.

In line at 2 nm, half the splitting is 2.25 meV, close to $2\times1.135=2.27$ meV, as $|\kappa|=2$ requires. For the stacked pair at 2 nm the upper state carries $1.998\,\mu^2$ and the lower one none to the digits printed, in agreement with the in-phase rule.

\subsection{The dispersion term}

Equation (\ref{C6}), summed over all TDHF singlet excitations in this basis, gives $C_6=7.79\times10^{-5}$ eV nm$^6$ for the stacked pair, or $-0.078$ meV at 1 nm. Replacing the dipole coupling by full Coulomb integrals between transition densities gives $-0.076$ meV. The resonant shift is thus about 120 times the dispersion energy at 1 nm. The ratio should grow as $R^3$, and at 2 nm it is about 940.

The two-level model gives the power but not the size. With the bright state alone,
\begin{equation}
\frac{J^2}{2E}=\frac{(9.08\ \text{meV})^2}{2\times8140\ \text{meV}}=0.0051\ \text{meV},
\end{equation}
which is 6.5\% of the dipole dispersion energy. The rest comes from terms of (\ref{C6}) that involve other excitations. One transition controls the resonant term, whereas dispersion collects the whole spectrum.

\subsection{The quadrupole term}

The RHF interaction energy of the stacked ground-state pair, which contains no dispersion, is $+0.386$ meV at 1 nm. Its power between 1.5 and 2 nm is 4.93, near the 5 of two quadrupoles. Adding dispersion gives $0.386-0.076=+0.31$ meV: at this orientation the ground-state pair repels. Other fixed orientations can attract, since the sign of the quadrupole term varies. In the uniform average over orientations that term vanishes and dispersion remains: $C_6^{\rm iso}=1.08\times10^{-4}$ eV nm$^6$ gives $-0.108$ meV at 1 nm. The stacked value, 0.386 meV, is near the largest $|U|$ at this distance. The thermal remainder at 300 K, where $k\Theta=25.9$ meV, is therefore smaller in magnitude than about $0.386^2/(2\times25.9)=0.003$ meV, and small beside dispersion.

\subsection{The common shift and the basis}

The mean energy of the exciton pair at 1 nm lies 0.10 meV below $E$. This shift, relative to the ground-state pair, is about 1\% of $J$. It contains only those effects beyond (\ref{pm}) that TDHF describes. Missing are the dispersion terms in which the excited molecule passes to another excited state while its partner is excited too, so the full common shift may differ in size and even in sign.

In the larger aug-cc-pVDZ basis the monomer excitation energy drops to 7.43 eV, while the transition dipole changes by 0.1\%. Other bases with diffuse functions move the dipole estimate of $J$ at 1 nm by 2 to 3\% (9.38 meV in 6-311++G**, 8.88 meV with a second diffuse shell on carbon), so it is reliable to a few per cent. The dipole--octupole correction at 1 nm, which evaluates to 5.1\% in 6-31G*, rises to 9.4\% in aug-cc-pVDZ and brings the coupling to about 9.9 meV. $C_6^{\rm iso}$ rises from 180 to 299 atomic units, a factor of 1.66. The smaller basis thus underestimates dispersion substantially. The stacked $C_6$, in which $T$ gives extra weight to the response perpendicular to the molecular plane, grows more, from 130 to 258 atomic units, or $-0.154$ meV at 1 nm. The ratios of about 120 at 1 nm and 940 at 2 nm are thus roughly halved, to about 60 at 1 nm, and the share of the bright state falls from 6.5\% to about 3.6\%. The electrostatic energy of the stacked ground-state pair at 1 nm rises from 0.39 to 0.51 meV, so that pair still repels, by about 0.35 meV. Both bases share the TDHF neglect of much electron correlation.

\section{The same numbers in a real vapour}

Measured ethylene absorption in this region is a broad band peaking very roughly at 7.6 eV, so 8.14 eV is somewhat high. Real molecules also do not keep the fixed, equal geometries assumed so far. Lengthening the C--C bond of one molecule by 0.01 nm changes its TDHF excitation energy by 1.04 eV. With the other molecule unchanged and $J$ held at its 1 nm value, the shift falls from 9.08 meV to $J^2/|\delta|=0.079$ meV, comparable with dispersion. Equation (\ref{Rd}) then gives $R_\delta=0.26$ nm, too close for separate molecules, so this distorted pair has no $R^{-3}$ range. In aug-cc-pVDZ the detuning is 0.90 eV, the shift 0.091 meV and $R_\delta=0.27$ nm, with the same conclusion. Excited ethylene also twists, within a time of very roughly tens of femtoseconds, whereas the transfer time $h/(4J)$ at 1 nm is 114 fs. The value of $J$ thus describes the coupling at fixed, equal geometries, not a lasting shared state.

Nuclear motion does not abolish the law in principle. For quantum nuclei, $|e,v;g,0\rangle$ and $|g,0;e,v\rangle$ are still degenerate, where $v$ and $0$ label vibrational states. If $\boldsymbol\mu$ does not depend on the nuclear positions, their coupling is $J|\langle v|0\rangle|^2$. For $v=0$ this is the level shift. For $v>0$, states such as $|e,0;g,v\rangle$ can be degenerate with them when the two electronic states have equal vibrational frequencies; the whole degenerate set must then be diagonalized, and the shifts differ from this value but remain linear in $J$. The $R^{-3}$ power survives with a smaller coefficient, provided that this coupling is small compared with the vibrational spacing and exceeds the level widths.

In a vapour at 10 Torr and 300 K the number density is $3.22\times10^{17}$ cm$^{-3}$, and the mean spacing, taken as its inverse cube root, is 14.6 nm. There the unretarded $J$ is 2.9 $\mu$eV and the transfer time $h/(4J)$ is 0.35 ns, far longer than the twisting of the excited molecule takes. Even without twisting the distance would not stay fixed: at the mean relative speed of about 670 m/s, two molecules move some 240 nm relative to each other in that time. The rms Doppler difference of a pair, 11.5 $\mu$eV, is not a detuning $\delta$ in (\ref{Rd}). It concerns the absorption of a photon, whereas under an instantaneous coupling $|eg\rangle$ and $|ge\rangle$ stay degenerate for molecules moving on given paths. Retardation begins to matter too: the spacing is 0.60 of the reduced wavelength, 24.2 nm. At 1 nm the squared ratio is 0.0017 and retardation is negligible. Such close pairs are rare: an ideal gas at this density has on average $\tfrac{4\pi}{3}(1\ \text{nm})^3\rho=0.0013$ neighbours within 1 nm.

For two well-separated molecules at rest with sharp levels, the choice of pair energy therefore depends on $|J|$ compared with $|\delta|$. If $|J|$ is much the larger, the two molecules must be treated together, with (\ref{pm}) and the actual orientation. If it is much the smaller, an $R^{-6}$ term is adequate for the dipole coupling, but its coefficient contains $1/|\delta|$ and cannot be taken from the ground state. In a real vapour or film, level widths larger than $|J|$, or a lasting change of shape such as twisting that is faster than the transfer, can prevent a lasting shared state even when $\delta=0$. Fast vibration about a fixed shape need not do so; it can merely reduce the coupling, as described above. 
Two limits matter when this rule is carried over to many molecules. First, the energies of a shared excitation do not add over pairs. Three identical molecules with equal couplings $J$ have the shifts $2J$, $-J$ and $-J$, whereas adding three pair energies $+J$ would give $3J$. The matrix of all couplings must be diagonalized instead. Second, neighbours in a film can be as close as the molecules are large. The dipole formula for $J$ and the neglect of electron exchange then need not hold, and the coupling has to be computed without them.

The numerical output lists the box-model and 6-31G* values, and the aug-cc-pVDZ excitation energy, transition dipole and $C_6^{\rm iso}$.

\section*{Computed values}
\begin{verbatim}
ONE-DIMENSIONAL PAIR, FULL COULOMB
power of R, shared excitation: 3.003
power of R, ground pair: 6.018
power of R, detuned excited pair: 6.015
transfer probability at h/(4J): 1.0000
orientation mean of kappa^2: 0.6667
ETHYLENE, RHF/TDHF, 6-31G*
C-C 0.133 nm, C-H 0.109 nm, H-C-C 121.5 deg
excitation energy E: 8.140 eV
transition dipole: 1.5004 e*bohr = 3.814 D
J from dipole, stacked, 1 nm: 9.077 meV
J from dipole, stacked, 2 nm: 1.1347 meV
half splitting of dimer, 1 nm: 9.544 meV
half splitting of dimer, 2 nm: 1.1491 meV
half splitting, in line, 2 nm: 2.2482 meV
power of R, splitting, 1 to 2 nm: 3.054
stacked 2 nm, mu^2 ratio lower: 0.0000
stacked 2 nm, mu^2 ratio upper: 1.9980
C6 stacked: 130.29 au = 7.785e-05 eV nm^6
C6 isotropic: 180.50 au = 1.079e-04 eV nm^6
share of bright state in stacked C6: 0.065
-C6/R^6, stacked, 1 nm: -0.07785 meV
full Coulomb dispersion, 1 nm: -0.07610 meV
full Coulomb dispersion, 2 nm: -1.208e-03 meV
power of R, dispersion, 2 to 3 nm: 5.991
ratio J/|dispersion|, 1 nm: 119.3
ratio J/|dispersion|, 2 nm: 939.3
two-level ratio J/(2E), 1 nm: 5.576e-04
transfer time h/(4J), 1 nm: 113.9 fs
NEGLECTED EFFECTS
RHF ground interaction, 1 nm: 0.38607 meV
power of R, RHF energy, 1.5 to 2 nm: 4.932
common shift of exciton pair, 1 nm: -0.1012 meV
detuning, one C-C longer by 0.01 nm: 1.039 eV
detuned shift J^2/delta, 1 nm: 0.0793 meV
reduced wavelength: 24.24 nm
(R/reduced wavelength)^2, 1 nm: 1.70e-03
vapour: 10 Torr, 300 K
thermal energy kT: 25.85 meV
number density: 3.219e+17 cm^-3
mean spacing: 14.59 nm
spacing/reduced wavelength: 0.602
unretarded J at mean spacing: 2.922 ueV
rms Doppler detuning of a pair: 11.450 ueV
SAME MONOMER, aug-cc-pVDZ
excitation energy: 7.425 eV
transition dipole: 1.4990 e*bohr
C6 isotropic: 299.06 au
\end{verbatim}
